# Sticking probability from the film profile in a deep circular hole

**The situation.** A film is grown by low-pressure chemical vapour deposition in a straight circular hole of diameter $d=100$ nm and depth $L=5000$ nm, so its aspect ratio is $A=L/d=50$. The bottom disc is inert. Since no film grows on the disc itself, "90 per cent bottom coverage" here means that the side-wall film at the foot is $C=0.90$ times as thick as the side-wall film at the mouth.

Assume the following, unless a part says otherwise:

- Molecules collide with the wall and not with each other.
- At each hit on the side wall a molecule reacts with a constant probability $s\ll1$. Otherwise it leaves with a cosine distribution of directions and a thermal speed, without memory of its arrival.
- The film is thin compared with $d$, the temperature is uniform and the gas profile is steady.
- There is no migration along the surface, and by-products do not react.

Let $z$ run from the mouth ($z=0$) to the foot ($z=L$), let $n(z)$ be the precursor density and $\bar v$ the mean molecular speed.

## Part (a)

**Question.** Find the deposition rate per unit wall area in terms of $n$, and the diffusivity $D$ along the hole.

**Answer.** In a nearly isotropic gas, the fraction of molecules moving within a solid angle $d\Omega$ is $d\Omega/4\pi$. With $\theta$ measured from the wall normal, the number striking unit area per unit time is

$$\Phi=n\bar v\int_0^{\pi/2}\cos\theta\,\frac{2\pi\sin\theta\,d\theta}{4\pi}=\frac{n\bar v}{2}\cdot\frac12=\frac{n\bar v}{4}.$$

The deposition rate is therefore $s n\bar v/4$. Absorption makes the returning stream weaker by the factor $1-s$, which alters this relation by a relative amount of order $s$, negligible here.

For the diffusivity, follow one flight from the wall. Let $\beta$ be the angle between the flight and the hole axis, and $\psi$ the angle between its projection on the cross-section and the inward normal. The normal component of the direction is $\sin\beta\cos\psi$, so the cosine law reads

$$dP=\frac1\pi\,\sin\beta\cos\psi\;\sin\beta\,d\beta\,d\psi,\qquad 0<\beta<\pi,\quad -\tfrac{\pi}{2}<\psi<\tfrac{\pi}{2}.$$

It is normalized, because the two integrals are $\pi/2$ and $2$. The projected flight is a chord of a circle, of length $d\cos\psi$. The full flight length and the axial advance are thus

$$\ell=\frac{d\cos\psi}{\sin\beta},\qquad \Delta z=\ell\cos\beta=d\cos\psi\cot\beta .$$

Averaging gives

$$\langle\ell\rangle=\frac d\pi\int_0^\pi\sin\beta\,d\beta\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi=\frac d\pi\cdot2\cdot\frac\pi2=d,$$

$$\langle\Delta z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\beta\,d\beta\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.$$

Molecules leaving a wall have speeds weighted by $v$, since fast ones cross a surface more often. With $f(v)$ the speed distribution in the gas, their mean inverse speed is $\int v f\,v^{-1}dv/\int v f\,dv=1/\bar v$. Speed and direction are independent, so the mean flight time is $\tau=d/\bar v$.

Forward and backward flights are equally likely and successive flights are independent, so their mean squares add. After a long time $t$ there have been about $t/\tau$ flights, and $\langle z^2\rangle=2Dt$ gives

$$D=\frac{\langle\Delta z^2\rangle}{2\tau}=\frac{2d^2}{3}\cdot\frac{\bar v}{2d}=\frac{d\,\bar v}{3}.$$

This is the Knudsen diffusivity of a long circular hole. Direct angular quadrature gives $\langle\Delta z^2\rangle/d^2=0.6664$, against $2/3$.

## Part (b)

**Question.** Find the density profile and express $s$ through $C$ and $A$.

**Answer.** The diffusive flux towards the foot is $J=-D\,n'$. In a slice of thickness $dz$, what enters minus what leaves must equal what reacts on the wall:

$$\frac{\pi d^2}{4}\,[J(z)-J(z+dz)]=\pi d\,dz\;\frac{s n\bar v}{4}.$$

The bracket equals $-J'dz=Dn''dz$. Dividing by $\pi d\,dz/4$ leaves $D\,d\,n''=s\bar v\,n$. With $D=d\bar v/3$ this becomes

$$n''=\frac{3s}{d^2}\,n\equiv\kappa^2n .$$

The speed has cancelled, because it drives supply and consumption alike. Temperature, molecular mass and pressure are not needed to infer $s$.

Write the general solution as $n=a\cosh[\kappa(L-z)]+b\sinh[\kappa(L-z)]$. Its slope at the foot is $-\kappa b$. An inert bottom takes no net flux, so $b=0$. Fixing the density $n(0)$ at the mouth gives

$$\frac{n(z)}{n(0)}=\frac{\cosh[\phi(1-z/L)]}{\cosh\phi},\qquad \phi=\kappa L,\qquad \phi^2=3sA^2 .$$

Thickness is proportional to $n$ when $s$ is constant, so $C=n(L)/n(0)=1/\cosh\phi$, and

$$s=\frac{[\operatorname{arccosh}(1/C)]^2}{3A^2}.$$

There are two limits. For $\phi\ll1$, $\cosh\phi\approx1+\phi^2/2$, so $1-C\approx\phi^2/2$ and

$$s\approx\frac{2(1-C)}{3A^2}.$$

For $\phi\gg1$, $\cosh\phi\approx e^\phi/2$, so $C\approx2e^{-\phi}$ and $s\approx[\ln(2/C)]^2/(3A^2)$. In the first limit the missing film measures $s$; in the second the film dies away exponentially with depth over most of the hole and levels off near the inert foot.

## Part (c)

**Question.** Evaluate $s$. How strongly does it depend on the measured coverage?

**Answer.** With $1/C=1.11111$,

$$\phi=\operatorname{arccosh}(1.11111)=0.46715,\qquad s=\frac{0.21822}{3\times50^2}=2.91\times10^{-5}.$$

The small-loss formula gives $0.2/7500=2.67\times10^{-5}$, about 8 per cent lower.

If the coverage were 0.89, $s$ would be $3.23\times10^{-5}$; if it were 0.91, $2.60\times10^{-5}$. One percentage point of coverage thus moves $s$ by about 11 per cent, because the information lies in the missing tenth of the film. Since $s\propto A^{-2}$ at fixed $C$, a small relative error in $A$ enters doubled. One significant figure, $s\approx3\times10^{-5}$, is what such a measurement supports.

## Part (d)

**Question.** What fraction of the molecules entering the hole react? Explain how so small a fraction can remove a tenth of the film at the foot.

**Answer.** To leading order, $n(0)\bar v/4$ molecules enter per unit mouth area and time. The total reaction rate is

$$\int_0^L\pi d\,\frac{s\bar v}{4}\,n(z)\,dz=\pi d\,\frac{s\bar v\,n(0)}{4}\,\frac{L\sinh\phi}{\phi\cosh\phi}.$$

Dividing by the entry rate $(\pi d^2/4)\,n(0)\bar v/4$ gives

$$P=4As\,\frac{\tanh\phi}{\phi}=200\times2.91\times10^{-5}\times0.933=0.0054 .$$

This net inflow must be carried by diffusion. At the mouth, $D|n'(0)|=P\,n(0)\bar v/4$, hence

$$\frac{|n'(0)|}{n(0)}=\frac{3P}{4d}\approx\frac{0.0041}{d}.$$

Kept up over 50 diameters, this slope would lower the density by about 20 per cent. The flow is used up on the way, however, and the slope falls nearly linearly to zero at the foot. The mean slope is about half the initial one, which gives the 10 per cent. At half depth the relative density is already 0.925, so three quarters of the loss occurs in the upper half.

## Part (e)

**Question.** Suppose instead that the bottom reacts with the same $s$. How does the inference change?

**Answer.** The flux reaching the bottom now equals its consumption, $-Dn'(L)=s\bar v\,n(L)/4$, so $n'(L)=-(3s/4d)\,n(L)$. Write

$$n(z)=n(L)\{\cosh[\kappa(L-z)]+b\sinh[\kappa(L-z)]\}.$$

Then $n'(L)=-\kappa b\,n(L)$. Using $3s=\kappa^2d^2$, we find $b=3s/(4d\kappa)=\kappa d/4=\phi/(4A)$. At $z=0$,

$$\frac1C=\cosh\phi+\frac{\phi}{4A}\sinh\phi .$$

At the same $s$ the coverage falls from 0.900 to 0.899. For a fixed coverage of 0.90, $s$ becomes $2.88\times10^{-5}$, 1 per cent lower. The bottom matters little because its area is $1/(4A)$, or half a per cent, of the side wall. For small loss, the extra deficit is $\phi^2/(4A)$ beside $\phi^2/2$, a ratio of $1/(2A)=1$ per cent.

## Part (f)

**Question.** The film is 5 nm thick at the mouth. Estimate how the narrowing of the hole changes the inferred $s$, and assess the diffusion approximation.

**Answer.** When the mouth film is $h$ thick, take the diameter as $d-2h$ throughout. For small loss the momentary deficit is $3sL^2/[2(d-2h)^2]$. Averaging over growth up to the final thickness $t$ requires

$$\frac1t\int_0^t\frac{dh}{(d-2h)^2}=\frac1{2t}\left(\frac1{d-2t}-\frac1d\right)=\frac1{d(d-2t)} .$$

The deficit is larger than for a fixed diameter by $d/(d-2t)$. The same measured coverage then needs an $s$ smaller by the factor $1-2t/d=0.90$, or $2.62\times10^{-5}$. Stepping the growth in time, with a diameter that follows the local film thickness, gives about $2.6\times10^{-5}$, a reduction of between 9 and 10 per cent.

Diffusion also assumes that flights are short compared with the hole. A free-flight calculation, which divides the wall into rings exchanging molecules through geometric view factors, avoids this assumption. At fixed diameter, with rings 0.05 diameters wide, it gives $s=2.83\times10^{-5}$ for the mouth reference, which tends to $2.82\times10^{-5}$ as the rings are refined. If 90 per cent refers instead to the flat surface outside, it gives $2.76\times10^{-5}$. These lie 3 and 5 per cent below the diffusion value. With the flat reference and somewhat coarser rings, the shift was tested at aspect ratios 25, 50 and 100: it is $-8.9$, $-5.0$ and $-2.7$ per cent. Refining the rings moves each of these by about $-0.2$, to $-9.1$, $-5.2$ and $-2.9$ per cent. The error shrinks as the hole deepens.

## Part (g)

**Question.** Take 600 K, 1 Torr of precursor, a molecular mass of 100 u, a collision diameter of 0.5 nm and 0.03 nm³ of film per reacted molecule. Are free flight and a steady profile justified? Which assumptions could change $s$ most in a real process?

**Answer.** The mean speed is 356 m/s and $D=0.119$ cm²/s. The mean free path in the gas is $\lambda\approx5.6\times10^4$ nm, some 560 hole diameters. Adding gas and wall resistances to diffusion, with a gas diffusivity of about $\lambda\bar v/3$, gives a reduction of $D$ by a fraction of about $d/\lambda=0.18$ per cent. This simple sum is too low, since collisions cut short the long flights that contribute most to diffusion, but the reduction, about 0.5 per cent in a long hole, remains below 1 per cent when 1 Torr is the total pressure. A carrier or co-reactant gas shortens $\lambda$: for the same collision diameter the reduction is about 1.3 per cent at 3 Torr and 3.4 per cent at 10 Torr total pressure. The profile settles in a time of order $L^2/D=2.1$ µs, whereas 5 nm of film at 1.25 nm/s takes 4.0 s. Both assumptions hold well.

These are rough values in the regime of deep memory holes, which are of the order of 100 nm wide and several micrometres deep. The growth rate is on the fast side for a thin conformal film. A lower precursor pressure reduces it in proportion and, for a first-order reaction, leaves the inferred $s$ unchanged.

Reaction order can matter more than all the corrections above. Suppose the rate varies as $n^p$, and let $s_0$ be the sticking probability at the mouth. For small loss the wall consumes almost uniformly, so $n''\approx3s_0n(0)/d^2$. With $n'(L)=0$, two integrations give a density deficit of $3s_0A^2/2$ at the foot. The thickness deficit is $p$ times this, hence

$$s_0\approx\frac{2(1-C)}{3pA^2}.$$

A surface approaching saturation has $p<1$; for $p=1/2$ the inferred value doubles in the small-loss limit, and rises by a factor of about 1.9 at $C=0.90$. Surface migration adds transport, so neglecting it makes the inferred $s$ too small. Its size cannot be found from one coverage value. Real holes also taper or bow, and a 5 per cent error in effective width moves $s$ by about 10 per cent.

The result $s\approx3\times10^{-5}$ is therefore an apparent sticking probability for first-order reaction and Knudsen transport. Measuring the coverage at several pressures would test the first-order assumption, since the model predicts no change. The numerical output follows.

## Table of computed values

```
hole diameter: 100 nm
hole depth: 5000 nm
aspect ratio: 50
coverage at foot, relative to mouth: 0.90
temperature: 600 K
precursor pressure: 1.0 Torr
molecular mass: 100 u
collision diameter: 0.5 nm
film thickness at mouth: 5.0 nm
film volume per molecule: 0.03 nm^3
mean square axial flight / d^2, quadrature: 0.6664
mean chord / d, quadrature: 1.0000
mean speed: 356.4 m/s
Knudsen diffusivity: 0.1188 cm^2/s
1/C: 1.11111
phi: 0.46715
phi squared: 0.21822
sticking probability, diffusion: 2.910e-05
sticking probability, small-loss estimate: 2.667e-05
sticking probability if C = 0.89: 3.230e-05
sticking probability if C = 0.91: 2.595e-05
coverage at half depth, formula: 0.9247
coverage at foot, slice balance: 0.90000
coverage at foot, reactive floor, same s: 0.89909
sticking probability, reactive floor: 2.881e-05
reaction probability per entry, diffusion: 0.00543
reaction probability per entry, free flight: 0.00540
free flight, same s: mouth wall / flat: 0.99750
free flight, same s: foot wall / flat: 0.89506
free flight, same s: foot / mouth: 0.89730
sticking, free flight, mouth reference: 2.826e-05
sticking, free flight, flat reference: 2.760e-05
free-flight change of s, flat ref., A=25: -8.89 %
free-flight change of s, flat ref., A=50: -4.97 %
free-flight change of s, flat ref., A=100: -2.66 %
sticking with narrowing, time-stepped: 2.642e-05
sticking with narrowing, estimate: 2.619e-05
change of s by narrowing: -9.2 %
gas mean free path: 55941 nm
gas-collision reduction of D, about: 0.18 %
growth rate at mouth: 1.25 nm/s
growth time: 3.99 s
diffusion time L^2/D: 2.10 microseconds
```
